# Sign, Monotonicity and Convexity of the Direct RPA Coupling-Strength Integrand: a numerical check

```python
"""
Direct RPA correlation integrand along the coupling path, 0 <= lambda <= 1:
  W(lambda) = -1/(2 pi) int_0^inf du Tr[v (chi_lambda(iu) - chi0(iu))]
            = -1/(2 pi) int_0^inf du sum_i lambda a_i^2 / (1 + lambda a_i).
Here a_i(u) are the eigenvalues of A = -v^(1/2) chi0(iu) v^(1/2).
Result under test: a_i >= 0, W(0) = 0, W decreases and W is convex.
v: Coulomb interaction; chi0: Kohn-Sham response; chi_lambda: RPA response.
Hartree atomic units. Example: water, PBE orbitals, cc-pVDZ, all electrons.
"""
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, dft, ao2mo, lib

lib.num_threads(1)
HARTREE_EV = physical_constants["Hartree energy in eV"][0]

# Frequency quadrature on the half line, from Gauss-Legendre points.
x, wx = np.polynomial.legendre.leggauss(64)
freqs = (1 + x) / (1 - x)
weights = 2 * wx / (1 - x) ** 2


def dyson_integrand(lam, gaps, coulomb):
    """W from the unsymmetrized Dyson equation in closed-shell pair space."""
    total = 0.0
    identity = np.eye(len(gaps))
    for u, weight in zip(freqs, weights):
        chi0 = np.diag(-4 * gaps / (gaps**2 + u**2))
        chi = np.linalg.solve(identity - lam * chi0 @ coulomb, chi0)
        total += weight * np.sum(coulomb * (chi - chi0).T)
    return -total / (2 * np.pi)


def plasmon_energy(lam, gaps, coulomb):
    """Frequency-free ring energy from excitation energies at coupling lam."""
    b = 2 * lam * coulomb
    a = np.diag(gaps) + b
    roots = np.linalg.eigvals(np.block([[a, b], [-b, -a]]))
    assert np.max(np.abs(roots.imag)) < 1e-7
    return 0.5 * (np.sum(roots.real[roots.real > 0]) - np.trace(a))


def first_difference(f, point, h=0.01):
    return (f(point - 2*h) - 8*f(point - h)
            + 8*f(point + h) - f(point + 2*h)) / (12*h)


def second_difference(f, point, h=0.01):
    return (-f(point - 2*h) + 16*f(point - h) - 30*f(point)
            + 16*f(point + h) - f(point + 2*h)) / (12*h*h)


# Kohn-Sham calculation.
bond, angle = 0.96, 104.5
half = np.deg2rad(angle / 2)
y, z = bond * np.sin(half), bond * np.cos(half)
mol = gto.M(atom=[["O", (0, 0, 0)], ["H", (0, y, z)], ["H", (0, -y, z)]],
            basis="cc-pvdz", unit="Angstrom", verbose=0)
mf = dft.RKS(mol)
mf.chkfile = None
mf.xc = "pbe"
mf.grids.level = 2
mf.conv_tol = 1e-10
mf.kernel()
assert mf.converged
energies, orbitals = mf.mo_energy, mf.mo_coeff
nocc = mol.nelectron // 2
gaps = (energies[None, nocc:] - energies[:nocc, None]).ravel()
assert gaps.min() > 0

# Coulomb integrals between occupied-virtual pair densities.
eri = mol.intor("int2e", aosym="s4")
occ_orb, vir_orb = orbitals[:, :nocc], orbitals[:, nocc:]
pair_coulomb = ao2mo.general(
    eri, (occ_orb, vir_orb, occ_orb, vir_orb), compact=False)

# Gram factor: represents v^(1/2) acting on every orbital product.
gram_values, gram_vectors = np.linalg.eigh(eri)
assert gram_values.min() > -1e-10
factor = (gram_vectors * np.sqrt(np.maximum(gram_values, 0))).T
factor = lib.unpack_tril(np.ascontiguousarray(factor))
factor = np.matmul(orbitals.T, np.matmul(factor, orbitals))


def screening_eigenvalues(u, occupation):
    """Eigenvalues of A from the complex sum over ordered orbital pairs."""
    p, q = np.nonzero(occupation[:, None] != occupation[None, :])
    strength = 2 * (occupation[p] - occupation[q]) / (
        1j * u - (energies[q] - energies[p]))
    vectors = factor[:, p, q]
    matrix = -(vectors * strength) @ vectors.T
    assert np.max(np.abs(matrix.imag)) < 1e-9
    return np.linalg.eigvalsh(matrix.real)


aufbau = np.zeros(len(energies))
aufbau[:nocc] = 1
eig = np.array([screening_eigenvalues(u, aufbau) for u in freqs])
eig_static = screening_eigenvalues(0.0, aufbau)
assert min(eig.min(), eig_static.min()) > -1e-9

# Exchanging HOMO and LUMO occupations breaks the sign property.
swapped = aufbau.copy()
swapped[nocc - 1], swapped[nocc] = 0, 1
lowest_swapped = screening_eigenvalues(0.0, swapped).min()
assert lowest_swapped < -1e-8


def integrate(values):
    return np.sum(weights * values.sum(axis=1))


def w_eig(lam):
    return -integrate(lam * eig**2 / (1 + lam * eig)) / (2 * np.pi)


def slope_eig(lam):
    return -integrate((eig / (1 + lam * eig))**2) / (2 * np.pi)


def curvature_eig(lam):
    return integrate((eig / (1 + lam * eig))**3) / np.pi


def w_dyson(lam):
    return dyson_integrand(lam, gaps, pair_coulomb)


def ring_energy(lam):
    return plasmon_energy(lam, gaps, pair_coulomb)


# Shape of the curve obtained without using the eigenvalue formula.
lam_grid = np.linspace(0, 1, 11)
curve = np.array([w_dyson(lam) for lam in lam_grid])
assert abs(curve[0]) < 1e-10
assert np.all(np.diff(curve) < 0)
assert np.all(np.diff(curve, 2) > 0)
assert np.allclose(curve, [w_eig(t) for t in lam_grid], atol=1e-8, rtol=0)

# Derivative formulas and the frequency-free route.
for lam in (0.0, 0.5, 1.0):
    assert abs(first_difference(w_dyson, lam) - slope_eig(lam)) < 1e-5
    assert abs(second_difference(w_dyson, lam) - curvature_eig(lam)) < 1e-4
for lam in (0.25, 0.5, 1.0):
    assert abs(first_difference(ring_energy, lam) - w_eig(lam)) < 1e-6

# Coupling integral, explicit second-order sum, and bounds.
ec_log = integrate(np.log1p(eig) - eig) / (2 * np.pi)
t, wt = np.polynomial.legendre.leggauss(12)
ec_lambda = sum(0.5*w*w_dyson(0.5*(s + 1)) for s, w in zip(t, wt))
ec_plasmon = ring_energy(1.0)
assert abs(ec_log - ec_lambda) < 1e-7
assert abs(ec_log - ec_plasmon) < 1e-7
second_order = -2*np.sum(pair_coulomb**2 / (gaps[:, None] + gaps[None, :]))
assert abs(second_order - slope_eig(0) / 2) < 1e-7
upper = curve[-1] / 2
assert second_order < ec_lambda < upper

# Two-level models: normal and inverted occupation.
model_gap, model_k = 1.0, 0.1
model_k_matrix = np.array([[model_k]])
normal = [dyson_integrand(s, np.array([model_gap]), model_k_matrix)
          for s in (0.5, 1.0)]
inverted = [dyson_integrand(s, np.array([-model_gap]), model_k_matrix)
            for s in (0.5, 1.0)]
for s, value in zip((0.5, 1.0), normal):
    omega = np.sqrt(model_gap**2 + 4*s*model_gap*model_k)
    assert abs(value - model_k*(model_gap/omega - 1)) < 1e-10
assert normal[1] < normal[0] < normal[1] / 2 < 0
assert inverted[1] < inverted[0] < 0
assert inverted[0] > inverted[1] / 2

print("Water, PBE orbitals, cc-pVDZ, all electrons")
print(f"O-H bond length: {bond:.2f} angstrom; H-O-H angle: {angle:.1f} degree")
print(f"Orbitals: {len(energies)}; doubly occupied: {nocc}; "
      f"occupied-virtual pairs: {len(gaps)}")
print(f"Smallest orbital gap: {gaps.min():.5f} hartree")
print(f"Frequency points: {len(freqs)}")
print("Five largest eigenvalues of A at u=0 (dimensionless):",
      " ".join(f"{v:.5f}" for v in eig_static[::-1][:5]))
print(f"Lowest eigenvalue over all u (dimensionless): {eig.min():.1e}")
print("Lowest eigenvalue at u=0, HOMO/LUMO occupations swapped "
      f"(dimensionless): {lowest_swapped:.5f}")
a_top = eig_static[-1]
for lam in (0.5, 1.0):
    print(f"Largest mode at u=0, lambda={lam:.1f}: lambda a^2/(1+lambda a) = "
          f"{lam*a_top**2/(1+lam*a_top):.5f} (dimensionless)")
print("lambda | W | W' | W'' (all three in hartree)")
for lam in (0.0, 0.25, 0.5, 0.75, 1.0):
    print(f"{lam:.2f} | {w_eig(lam):.6f} | {slope_eig(lam):.6f} | "
          f"{curvature_eig(lam):.6f}")
print(f"Dyson-equation W(0.5): {curve[5]:.6f} hartree")
print("Plasmon-energy derivative at lambda=0.5: "
      f"{first_difference(ring_energy, 0.5):.6f} hartree")
print(f"Finite-difference W'(0.5): {first_difference(w_dyson, 0.5):.6f} hartree")
print("Finite-difference W''(0.5): "
      f"{second_difference(w_dyson, 0.5):.6f} hartree")
print(f"E_c, logarithm formula: {ec_log:.6f} hartree = "
      f"{ec_log*HARTREE_EV:.4f} eV")
print(f"E_c, lambda quadrature of Dyson result: {ec_lambda:.6f} hartree")
print(f"E_c, plasmon formula: {ec_plasmon:.6f} hartree")
print(f"Lower bound, direct second order: {second_order:.6f} hartree")
print(f"Upper bound, W(1)/2: {upper:.6f} hartree")
print(f"Two-level model: |gap| = {model_gap:.1f} hartree, "
      f"pair Coulomb integral = {model_k:.1f} hartree")
print(f"Normal model W(0.5), W(1): {normal[0]:.6f}, {normal[1]:.6f} hartree")
print(f"Inverted model W(0.5), W(1): {inverted[0]:.6f}, "
      f"{inverted[1]:.6f} hartree")
print(f"Half of W(1), normal and inverted: {normal[1]/2:.6f}, "
      f"{inverted[1]/2:.6f} hartree")
print("all assertions hold")
```

It prints:

```
Water, PBE orbitals, cc-pVDZ, all electrons
O-H bond length: 0.96 angstrom; H-O-H angle: 104.5 degree
Orbitals: 24; doubly occupied: 5; occupied-virtual pairs: 95
Smallest orbital gap: 0.25826 hartree
Frequency points: 64
Five largest eigenvalues of A at u=0 (dimensionless): 2.05953 0.87495 0.62734 0.59484 0.54129
Lowest eigenvalue over all u (dimensionless): -4.6e-16
Lowest eigenvalue at u=0, HOMO/LUMO occupations swapped (dimensionless): -0.05397
Largest mode at u=0, lambda=0.5: lambda a^2/(1+lambda a) = 1.04487 (dimensionless)
Largest mode at u=0, lambda=1.0: lambda a^2/(1+lambda a) = 1.38638 (dimensionless)
lambda | W | W' | W'' (all three in hartree)
0.00 | -0.000000 | -0.921499 | 1.769614
0.25 | -0.189276 | -0.633244 | 0.757507
0.50 | -0.328114 | -0.490844 | 0.430433
0.75 | -0.439185 | -0.403837 | 0.282202
1.00 | -0.532283 | -0.344289 | 0.201378
Dyson-equation W(0.5): -0.328114 hartree
Plasmon-energy derivative at lambda=0.5: -0.328114 hartree
Finite-difference W'(0.5): -0.490844 hartree
Finite-difference W''(0.5): 0.430433 hartree
E_c, logarithm formula: -0.308648 hartree = -8.3987 eV
E_c, lambda quadrature of Dyson result: -0.308648 hartree
E_c, plasmon formula: -0.308648 hartree
Lower bound, direct second order: -0.460750 hartree
Upper bound, W(1)/2: -0.266141 hartree
Two-level model: |gap| = 1.0 hartree, pair Coulomb integral = 0.1 hartree
Normal model W(0.5), W(1): -0.008713, -0.015485 hartree
Inverted model W(0.5), W(1): -0.011803, -0.029099 hartree
Half of W(1), normal and inverted: -0.007742, -0.014550 hartree
all assertions hold
```
